# K-edge circular dichroism measures the p orbital moment, not the spin

The integrated circular dichroism of a K edge gives the orbital moment of the empty p states on the absorbing atom. It does not give the spin moment. For electric-dipole transitions from a full 1s shell into a p shell with a single radial matrix element,

$$\frac{I_+-I_-}{I_++I_0+I_-}=\frac{L_h}{n_h}=-\frac{\langle L_z\rangle}{n_h}. \qquad (1)$$

Here $n_h$ is the number of p holes, $L_h$ their orbital projection on the magnetic axis $z$, and $\langle L_z\rangle$ that of the p electrons. An atom can therefore carry a large spin moment and show no integrated K-edge dichroism.

**Conventions.** Projections are in units of $\hbar$ and energies in eV, the natural unit for an edge. The index $q=+1,0,-1$ labels the transition operator $r\,C^1_q$, with

$$C^1_{\pm1}=\mp\frac{x\pm iy}{\sqrt2\,r},\qquad C^1_0=\frac zr .$$

It raises the orbital projection by $q$. The values $q=\pm1$ belong to the two circular polarizations of light travelling along $z$, and $q=0$ to linear polarization along $z$. Exchanging the names of the two helicities reverses the sign of (1). The absorption cross-section is proportional to photon energy times $|\langle f|D_q|g\rangle|^2$, where $D_q$ is the sum of $r\,C^1_q$ over the electrons. I divide by the photon energy, drop the common prefactor, and integrate over the edge:

$$I_q=\sum_f|\langle f|D_q|g\rangle|^2 .$$

## The counter-example: full spin, no dichroism

Take a model atom with a full 1s shell and two p electrons. A crystal field places the real orbitals $x,z,y$ at $-D,0,+D$ with $D=1$ eV. A spin field adds $-bS_z$ with $b=3$ eV. The p electrons repel each other ($F^0=F^2=5$ eV), and they interact with the 1s shell through a direct term ($F^0=5$ eV) and an exchange term ($G^1=1.5$ eV). These are round parameters and describe no particular material. There is no spin-orbit coupling yet.

The ground state has both spins up. Two p electrons with $S_z=1$ can occupy $xz$, $yz$ or $xy$. These three states are the orbital components of one $^3P$ term, so the rotation-invariant repulsion gives them the same energy. The crystal field alone separates them, at $-D$, $+D$ and $0$. The ground state is thus the determinant $|x{\uparrow}\,z{\uparrow}|$, with $S_z=1$. In magnitude this is a spin moment of about $2\,\mu_B$.

The holes are $y{\uparrow}$, $x{\downarrow}$, $y{\downarrow}$ and $z{\downarrow}$. To find what light sees of them, we need the angular factor of the transition. Since $C^1_q=\sqrt{4\pi/3}\,Y_{1q}$ and the 1s angular function is $Y_{00}=1/\sqrt{4\pi}$,

$$\langle 1m|C^1_q|00\rangle=\sqrt{\frac{4\pi}{3}}\frac1{\sqrt{4\pi}}\int Y_{1m}^*Y_{1q}\,d\Omega=\frac{\delta_{mq}}{\sqrt3}. \qquad (2)$$

Light with index $q$ puts an electron into $m=q$ and leaves its spin alone. In the phase convention of (2),

$$|x\rangle=\frac{|{-1}\rangle-|{+1}\rangle}{\sqrt2},\qquad |y\rangle=\frac{i(|{-1}\rangle+|{+1}\rangle)}{\sqrt2},\qquad |z\rangle=|0\rangle .$$

An $x$ or $y$ hole therefore offers half a hole to $m=+1$ and half to $m=-1$, while a $z$ hole offers one to $m=0$.

The final states form a complete set, so $I_q$ is the squared norm of $D_q|g\rangle$, whatever the interactions in the final state. With $R$ the radial matrix element of $r$ between 1s and p, each available hole contributes $R^2/3$. There are three holes of type $x$ or $y$ and one of type $z$:

$$I_+=I_-=\frac{R^2}{3}\cdot\frac32=\frac{R^2}{2},\qquad I_0=\frac{R^2}{3}.$$

The total is $\tfrac43R^2$ and the difference is zero. Three of the four holes have spin down, yet the signal does not register this imbalance.

### Switching on spin-orbit coupling

Now add $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$ with $\zeta=0.1$ eV. From the definitions above,

$$l_z|x\rangle=i|y\rangle,\qquad l_z|y\rangle=-i|x\rangle,\qquad l_z|z\rangle=0 .$$

To first order in $\zeta$, only the part $\zeta l_zs_z$ affects $\langle L_z\rangle$. The other parts flip a spin, and $L_z$ has no matrix element between the ground state and a state of different $S_z$. For the spin-up electron in $x$, $s_z=\tfrac12$ and the coupling to $y$ is $\langle y|\zeta l_zs_z|x\rangle=i\zeta/2$. Moving this electron to $y$ costs $2D$, because the repulsion is the same within $^3P$. The admixed amplitude is

$$c_y=-\frac{i\zeta/2}{2D}=-\frac{i\zeta}{4D},$$

and the induced moment is

$$\langle L_z\rangle\simeq2\,\mathrm{Re}\big(c_y\langle x|l_z|y\rangle\big)=2\,\mathrm{Re}\left[\left(-\frac{i\zeta}{4D}\right)(-i)\right]=-\frac{\zeta}{2D}=-0.050 . \qquad (3)$$

Next put four electrons into the same p shell. The spin-up shell is full and has no orbital moment. The remaining electron sits in $x{\downarrow}$, with $s_z=-\tfrac12$. The cost of moving it to $y$ is again $2D$, since the three states with $S_z=1$ again form one $^3P$ term. Only the sign of $s_z$ has changed, so $\langle L_z\rangle\simeq+\zeta/(2D)=+0.050$. The total spin is still close to 1.

Diagonalizing the full many-electron problem and integrating the broadened spectra gives:

| Case | $S_z$ | $\langle L_z\rangle$ | $n_h$ | Area ratio |
|---|---:|---:|---:|---:|
| A: p², $\zeta=0$ | 1.000 | 0 | 4 | 0 |
| B: p², $\zeta=0.1$ eV | 1.000 | −0.0500 | 4 | +0.0125 |
| C: p⁴, $\zeta=0.1$ eV | 1.000 | +0.0498 | 2 | −0.0249 |
| D: p², singlet | 0 | +0.1571 | 4 | −0.0393 |

In B, (1) reads $0.0500/4=0.0125$. In C it reads $-0.0498/2=-0.0249$. The spins of A, B and C agree to better than one part in a thousand, while the dichroism is zero, positive and negative.

Case D shows the converse. Here $D=3$ eV, there is neither spin field nor spin-orbit coupling, and the ground state is a spin singlet. An added term $-b_LL_z$ with $b_L=0.2$ eV acts on the orbital motion alone. The spin is zero and the dichroism is not: $-0.1571/4=-0.0393$. The term is made large for clarity: 0.2 eV equals $\mu_BB$ at about 3500 T. A field of 10 T acting on $L_z+2S_z$ leaves the singlet intact and gives a ratio of only $-1.1\times10^{-4}$.

A nonzero K-edge signal therefore does not prove that there is a spin moment, and a zero signal does not prove its absence.

## The general statement and its proof

The proof uses three assumptions:

1. The 1s shell is full in the initial state $|g\rangle$.
2. The transition operator is the electric dipole, which does not act on spin.
3. One radial matrix element $R$ serves all the 1s→p transitions included in the integral.

The p electrons may be correlated in any way. If the initial state is a thermal mixture, the result holds for the averages, because both areas are linear in the populations.

Let $s_\sigma$ remove a 1s electron of spin $\sigma$ and $p^\dagger_{m\sigma}$ create a p electron. By (2), the part of the dipole operator that produces the edge is

$$D_q=\frac{R}{\sqrt3}\sum_\sigma p^\dagger_{q\sigma}s_\sigma .$$

Completeness of the final states gives

$$I_q=\langle g|D_q^\dagger D_q|g\rangle
=\frac{R^2}{3}\sum_{\sigma\sigma'}\langle g|s^\dagger_\sigma p_{q\sigma}p^\dagger_{q\sigma'}s_{\sigma'}|g\rangle .$$

Move $s^\dagger_\sigma$ to the right past the two p operators. Two anticommutations leave the sign unchanged:

$$I_q=\frac{R^2}{3}\sum_{\sigma\sigma'}\langle g|p_{q\sigma}p^\dagger_{q\sigma'}\,s^\dagger_\sigma s_{\sigma'}|g\rangle .$$

The 1s shell is full. If $\sigma\ne\sigma'$, then $s^\dagger_\sigma$ tries to create an electron in an occupied state and gives zero. If $\sigma=\sigma'$, the pair returns $|g\rangle$. Hence $s^\dagger_\sigma s_{\sigma'}|g\rangle=\delta_{\sigma\sigma'}|g\rangle$. With $pp^\dagger=1-p^\dagger p$,

$$I_q=\frac{R^2}{3}\sum_\sigma h_{q\sigma},\qquad h_{m\sigma}=1-\langle p^\dagger_{m\sigma}p_{m\sigma}\rangle . \qquad (4)$$

The area counts holes with $m=q$ and adds the two spins with equal weight. The difference and the sum are

$$I_+-I_-=\frac{R^2}{3}\sum_\sigma(h_{1\sigma}-h_{-1,\sigma})=\frac{R^2}{3}L_h,$$

$$I_++I_0+I_-=\frac{R^2}{3}\sum_{m\sigma}h_{m\sigma}=\frac{R^2}{3}n_h .$$

Finally,

$$L_h=\sum_{m\sigma}m\,(1-\langle p^\dagger_{m\sigma}p_{m\sigma}\rangle)=0-\langle L_z\rangle,$$

because $\sum_m m=0$ for a complete shell. Dividing the difference by the sum gives (1).

The operator $D_q$ contains no d operators, so the orbital moment of a d shell on the same atom does not enter (1) either. It can matter only through its influence on the p electrons.

The final-state Hamiltonian has also dropped out. In this model the attraction by the core hole shifts the whole spectrum rigidly, and 1s–p exchange also redistributes intensity between lines; neither changes the areas. In case B, removing the exchange changes the dichroism curve by as much as 76% of its original maximum on a fixed energy scale (40% after the best rigid shift, 0.18 eV), while its area stays at $0.0167R^2$. The value $G^1=1.5$ eV is of the size found in a light atom (Hartree–Fock gives about 1.75 eV for carbon). For the 1s and 4p shells of germanium it is about 0.15 eV, and with that value the change is 9%. A peak height has no such protection. The largest dichroism, relative to the largest total absorption, is 11% in B and 5% in C, whereas the area ratios fixed by (1) are 1.25% and 2.5% in size, in the opposite order. These curve and peak figures refer to a Gaussian broadening of standard deviation 0.3 eV and depend on it: at 2 eV the peaks are 2.2% in B and 2.6% in C, in the same order as the areas. The areas do not depend on the broadening.

## Why the core splitting matters

A core shell with orbital quantum number $l\ge1$ is split by its own spin-orbit coupling into $j=l\pm\tfrac12$. On these levels $\mathbf l\cdot\mathbf s$ equals $l/2$ and $-(l+1)/2$, so the projectors onto them are

$$P_{l+1/2}=\frac{l+1+2\,\mathbf l\cdot\mathbf s}{2l+1},\qquad
P_{l-1/2}=\frac{l-2\,\mathbf l\cdot\mathbf s}{2l+1}.$$

Inserting the two eigenvalues gives 1 and 0 for the first, 0 and 1 for the second. Measuring one edge separately inserts one projector into the intensity, and with it the product $\mathbf l\cdot\mathbf s$ that ties spin to orbital motion. For $l=0$ there is one level, $j=\tfrac12$, and its projector is unity. Nothing in the 1s shell can convert the orbital selectivity of light into spin selectivity.

The 2p→d edges show the difference. Let all five spin-down d orbitals be empty and all spin-up ones full, so that the holes have spin but no orbital polarization. Write $w_q(m)=|\langle2,m{+}q|C^1_q|1m\rangle|^2$. For $q=+1$, multiply $Y_{1m}$ by $C^1_1=-\sin\theta\,e^{i\phi}/\sqrt2$ and project on $Y_{2,m+1}$:

- $m=1$: $C^1_1Y_{11}=\sqrt{3/16\pi}\,\sin^2\theta\,e^{2i\phi}=\sqrt{2/5}\;Y_{22}$, so $w_+=6/15$.
- $m=0$: $C^1_1Y_{10}=-\sqrt{3/8\pi}\,\sin\theta\cos\theta\,e^{i\phi}=\sqrt{1/5}\;Y_{21}$, so $w_+=3/15$.
- $m=-1$: $C^1_1Y_{1,-1}=-\sqrt{3/16\pi}\,\sin^2\theta$. With $\sin^2\theta=\tfrac23-\tfrac13(3\cos^2\theta-1)$ and $Y_{20}=\sqrt{5/16\pi}\,(3\cos^2\theta-1)$, the $Y_{20}$ part has amplitude $\tfrac13\sqrt{3/5}=\sqrt{1/15}$, so $w_+=1/15$.

Therefore $\sum_mw_+=\tfrac23$ and $\sum_mm\,w_+=\tfrac5{15}=\tfrac13$. Reflection gives $w_-(m)=w_+(-m)$, which reverses the second sum. For $q=0$ the first sum is again $\tfrac23$ by rotational invariance, and the second vanishes by reflection.

A d hole of definite $m$ and spin $\sigma=\pm\tfrac12$ is reached from a single 2p orbital of the same spin. Only the diagonal elements of the projectors are needed, and there $\mathbf l\cdot\mathbf s$ becomes $m\sigma$. In units of the squared 2p→d radial matrix element,

$$I_q^{3/2}(\sigma)=\sum_mw_q\,\frac{2+2m\sigma}{3}=\frac49+\frac{2q\sigma}{9},$$

$$I_q^{1/2}(\sigma)=\sum_mw_q\,\frac{1-2m\sigma}{3}=\frac29-\frac{2q\sigma}{9}.$$

For spin-down holes, $\sigma=-\tfrac12$:

- L₃ ($j=\tfrac32$): the difference is $-\tfrac29$ and the total $\tfrac43$, a ratio of $-\tfrac16$.
- L₂ ($j=\tfrac12$): the difference is $+\tfrac29$ and the total $\tfrac23$, a ratio of $+\tfrac13$.
- Both together: the difference is zero.

The spin signal exists because the two edges can be measured separately. Their sum loses it, and a K edge resembles that sum from the outset.

The excited electron tells the same story. If both spin channels are empty and $q=+1$, its spin polarization is $(5-3)/(5+3)=\tfrac14$ at L₃ and $(1-3)/(1+3)=-\tfrac12$ at L₂. These values neglect spin-orbit coupling in the final shell. With the same neglect, the polarization from 1s into an empty p shell is zero. The picture of a spin-polarized electron probing spin-polarized holes thus has no source of polarization in the 1s shell. Spin-orbit coupling in the p shell can polarize the levels that are reached. In a free atom, $|1{\downarrow}\rangle$ has weight $\tfrac23$ in $j=\tfrac12$ and $\tfrac13$ in $j=\tfrac32$, while $|1{\uparrow}\rangle$ is pure $j=\tfrac32$. For $q=+1$, take as polarization the mean of $2\langle s_z\rangle$ over the levels reached. At p$_{1/2}$ the only level reached has $m_j=\tfrac12$; it is $\tfrac23$ spin down and $\tfrac13$ spin up, which gives $-\tfrac13$. At p$_{3/2}$ the level $m_j=\tfrac32$, with $2\langle s_z\rangle=1$, is reached with weight $1$, and the level $m_j=\tfrac12$, with $2\langle s_z\rangle=\tfrac23-\tfrac13=\tfrac13$, with weight $\tfrac13$; the mean is $(1+\tfrac19)/\tfrac43=+\tfrac56$. That polarization comes from the p shell and leaves (1) unchanged.

## A stronger zero without spin-orbit coupling

In case A the dichroism vanishes at every photon energy, not just in the integral. Let $K$ denote complex conjugation in the basis of real orbitals with spin up and down along $z$. Without spin-orbit coupling or an orbital field, the crystal field, the repulsion, the 1s–p exchange and the field along $z$ are all real in this basis. So $K$ commutes with the Hamiltonian. It leaves $S_z$ unchanged and reverses $L_z$. From the definition of $C^1_{\pm1}$,

$$KD_+K^{-1}=-D_- .$$

A nondegenerate ground state obeys $K|g\rangle=e^{i\alpha}|g\rangle$. Let $\Pi_E$ project onto all final states of energy $E$; it too commutes with $K$. Since $K$ preserves norms,

$$\|\Pi_ED_+|g\rangle\|^2=\|K\Pi_ED_+|g\rangle\|^2=\|\Pi_ED_-K|g\rangle\|^2=\|\Pi_ED_-|g\rangle\|^2 .$$

The two circular spectra coincide line by line, however large the spin. Spin-orbit coupling removes this symmetry, and so does the orbital field of case D.

## What the signal does say about magnetization

When there is no orbital field, reversing the spin field turns the ground state into its time-reversed partner. Both $S_z$ and $\langle L_z\rangle$ change sign, and so does the dichroism. In case B the area goes from $+0.0167R^2$ to $-0.0167R^2$. The K-edge signal can therefore reveal a reversal of the magnetization, which makes it tempting to read it as a spin moment.

The missing piece is the conversion factor. In this model, to first order in $\zeta$, the induced orbital moment is $\mp\zeta/(2D)$ for p² and p⁴ with spin up. It depends on the spin-orbit coupling, the crystal field and the filling, and even its sign is not fixed by the spin. Inferring a spin from the signal requires this factor from another source.

## Where the sum rule needs care

**Incomplete integration.** Equation (1) needs the whole p shell. In a solid, p character extends far above the edge, and an integral stopped at some energy covers only part of it. The effect is clearest without Coulomb interaction, where each empty level $k$ contributes $\tfrac13R^2\langle k|l_z|k\rangle$ at its own energy. For p² with the parameters of case B the levels are:

| Level, mainly | Energy (eV) | $s_z$ | $l_z$ | Running sum |
|---|---:|---:|---:|---:|
| $y{\uparrow}$ | −0.50 | +0.499 | +0.051 | 0.051 |
| $x{\downarrow}$ | 0.50 | −0.499 | +0.049 | 0.100 |
| $z{\downarrow}$ | 1.50 | −0.499 | −0.001 | 0.099 |
| $y{\downarrow}$ | 2.50 | −0.500 | −0.049 | 0.050 |

The first two levels have opposite spins and dichroism of the same sign. Stopping after them gives 0.100, twice the full value of 0.050. A truncated integral measures the orbital moment of the empty states below the cutoff, provided that this one-electron picture holds.

**Spin-dependent radial matrix elements.** If $R$ depends on spin, the derivation of (4) goes through with $R_\sigma$ inside the sum:

$$I_+-I_-=\frac13\sum_\sigma R_\sigma^2L_{h\sigma},$$

where $L_{h\sigma}$ is the orbital projection of the holes of spin $\sigma$. The spin now affects the weights, but without orbital polarization in either channel the result is still zero. For $R_\downarrow/R_\uparrow=1.1$ in case B, there is to leading order one spin-up hole, which carries the orbital moment, and three spin-down holes that carry none. The ratio becomes $0.050/(1+3\times1.21)=0.0108$ instead of $0.0125$. Reading it with (1) would underestimate the orbital moment by 14%.

**Photon energy.** Leaving out the division by photon energy changes the ratio in case B by 0.05% of its value, for a core depth of 7000 eV. Weighting each line by its photon energy multiplies the difference by $\bar\omega_{\rm d}$, the mean photon energy weighted with the dichroism, and the total by $\bar\omega_{\rm t}$, the mean weighted with the total absorption. The relative change of the ratio is therefore $(\bar\omega_{\rm d}-\bar\omega_{\rm t})/\bar\omega_{\rm t}$, which here is $-3.5$ eV in 7000; at a core depth near 300 eV the same 3.5 eV would amount to about 1.2%. Because the dichroism changes sign, $\bar\omega_{\rm d}$ is not confined to the edge, and the relative change grows when positive and negative lobes nearly cancel.

**Other transitions.** Electric quadrupole transitions from 1s reach d states, and relativistic corrections to the transition operator can act on spin. Both lie outside (1). Where they contribute noticeably, they must be separated from the dipole signal before (1) is applied.

The numerical check checks the sum rule by comparing areas integrated from the final-state spectra with moments computed from the ground state alone.

## Computed results

```
Model inputs (eV): core depth 7000, broadening 0.3
F0pp 5.0, F2pp 5.0, F0sp 5.0, G1sp 1.5 eV
A-C: crystal D 1.0, spin field 3.0 eV
B,C: spin-orbit zeta 0.1 eV; A,D: zeta 0
D: crystal D 3.0, orbital field 0.2 eV, spin field 0
Areas in units of R^2; moments in hbar; ratios dimensionless
A: holes 4, S_z 1.00000, L_z 0.00000
   area I+-I- 0.000000, total area 1.333333
   spectrum ratio 0.000000, sum rule 0.000000
   max|dichroism|/max(total absorption) 0.000000
B: holes 4, S_z 0.99966, L_z -0.05004
   area I+-I- 0.016679, total area 1.333333
   spectrum ratio 0.012510, sum rule 0.012510
   max|dichroism|/max(total absorption) 0.114555
C: holes 2, S_z 0.99968, L_z 0.04983
   area I+-I- -0.016608, total area 0.666667
   spectrum ratio -0.024913, sum rule -0.024913
   max|dichroism|/max(total absorption) 0.049691
D: holes 4, S_z -0.00000, L_z 0.15705
   area I+-I- -0.052351, total area 1.333333
   spectrum ratio -0.039263, sum rule -0.039263
   max|dichroism|/max(total absorption) 0.080700
p2: dL_z/dzeta -0.50000, first order -0.50000 hbar/eV
p4: dL_z/dzeta 0.50000, first order 0.50000 hbar/eV
B reversed: S_z -0.99966, area I+-I- -0.016679 R^2
B without 1s-p exchange: area I+-I- 0.016679 R^2
   max curve change / max|dichroism| 0.763
B, R_down/R_up 1.1: spectrum ratio 0.010795
B without division by photon energy: error -0.0500 %
No Coulomb, p2: energy eV, s_z, l_z, running 3(I+-I-)/R^2
   -0.4999, 0.4994, 0.05115, 0.05115
   0.5001, -0.4993, 0.04866, 0.09981
   1.5018, -0.4992, -0.00060, 0.09921
   2.5018, -0.4999, -0.04931, 0.04990
Spin-down holes, no orbital polarization; dimensionless:
K : dichroism/total 0.00000, electron spin pol. (q=+1) 0.00000
L2: dichroism/total 0.33333, electron spin pol. (q=+1) -0.50000
L3: dichroism/total -0.16667, electron spin pol. (q=+1) 0.25000
I+-I- (R^2): L2 0.22222, L3 -0.22222, sum 0.00000
```
